# Resonant reflectance of an absorbing multilayer mirror from coupled-wave theory

## Definitions and conventions

Light of vacuum wavelength $\lambda$ and wave number $k=2\pi/\lambda$ falls at normal incidence on a periodic mirror that fills $z>0$. The time factor is $e^{-i\omega t}$, so $e^{ikz}$ travels into the mirror and absorption means a positive imaginary part of the permittivity $\varepsilon(z)$. The field obeys

$$E''+k^2\varepsilon(z)E=0 .\tag{1}$$

The period is $\Lambda$, and $\beta=\pi/\Lambda$. With the origin at a symmetry centre of the layers,

$$\varepsilon(z)=\varepsilon_0+\varepsilon_1\left(e^{2i\beta z}+e^{-2i\beta z}\right)+\text{higher harmonics},\qquad \varepsilon_1=\frac1\Lambda\int_{-\Lambda/2}^{\Lambda/2}\varepsilon(z)\cos(2\beta z)\,dz .$$

Three inverse lengths describe the mirror:

$$\alpha=\frac{k^2\,\mathrm{Im}\,\varepsilon_0}{2\beta},\qquad \delta=\frac{k^2\,\mathrm{Re}\,\varepsilon_0-\beta^2}{2\beta},\qquad \kappa=\frac{k^2\varepsilon_1}{2\beta}.$$

They are the amplitude absorption, the detuning and the coupling. Resonance means $\delta=0$, that is $\beta=k\sqrt{\mathrm{Re}\,\varepsilon_0}$. For weak absorption the wave number of the unmodulated medium is then

$$k\sqrt{\varepsilon_0}\approx k\sqrt{\mathrm{Re}\,\varepsilon_0}+\frac{ik\,\mathrm{Im}\,\varepsilon_0}{2\sqrt{\mathrm{Re}\,\varepsilon_0}}=\beta+i\alpha .$$

The amplitude decays as $e^{-\alpha z}$ and the intensity as $e^{-2\alpha z}$. The $\alpha$ used below is therefore half the usual intensity absorption coefficient.

**Assumptions.** (i) $|\kappa|,\alpha,|\delta|\ll\beta$. (ii) The entrance medium has the real index $\sqrt{\mathrm{Re}\,\varepsilon_0}$, so the mean index does not jump at $z=0$. (iii) All layers have the same $\mathrm{Im}\,\varepsilon$, so $\kappa$ is real; this is dropped in Theorem 2.

## Lemma 1: the coupled-wave equations

*Under (i), write $E=A(z)e^{i\beta z}+B(z)e^{-i\beta z}$ with slowly varying $A$ and $B$, and let $a=\alpha-i\delta$. To leading order*

$$A'=-aA+i\kappa B,\qquad B'=aB-i\kappa A. \tag{2}$$

*Under (ii) the amplitude reflection coefficient is $r=B(0)/A(0)$.*

**Proof.** Differentiating twice gives

$$E''=(A''+2i\beta A'-\beta^2A)e^{i\beta z}+(B''-2i\beta B'-\beta^2B)e^{-i\beta z}.$$

In the product $\varepsilon E$, the factor $e^{i\beta z}$ arises from $\varepsilon_0A$ and from $\varepsilon_1e^{2i\beta z}$ acting on $Be^{-i\beta z}$. The factor $e^{-i\beta z}$ arises likewise from $\varepsilon_0B$ and $\varepsilon_1A$. Collecting each factor in (1),

$$A''+2i\beta A'+(k^2\varepsilon_0-\beta^2)A+k^2\varepsilon_1B=0,$$
$$B''-2i\beta B'+(k^2\varepsilon_0-\beta^2)B+k^2\varepsilon_1A=0.$$

By definition $k^2\varepsilon_0-\beta^2=2\beta(\delta+i\alpha)$ and $k^2\varepsilon_1=2\beta\kappa$. If the amplitudes vary at a rate $s$, then $A''$ is smaller than $2\beta A'$ by a factor of order $s/(2\beta)$, and it is dropped; so is $B''$. Dividing the first equation by $2i\beta$ and the second by $-2i\beta$ leaves

$$A'=i(\delta+i\alpha)A+i\kappa B,\qquad B'=-i(\delta+i\alpha)B-i\kappa A .$$

Since $i(\delta+i\alpha)=-\alpha+i\delta=-a$, this is (2).

The product also contains $e^{\pm3i\beta z}$. A field component $Ce^{3i\beta z}$ driven by these terms obeys $(k^2\varepsilon_0-9\beta^2)C=-k^2(\varepsilon_1A+\varepsilon_2B)$, where $\varepsilon_2$ is the second Fourier coefficient. The bracket on the left is close to $-8\beta^2$, so the part driven by $A$ is $\kappa A/(4\beta)$, again small. The higher Fourier coefficients are taken to be no larger in order of magnitude than $\varepsilon_1$, as holds for layers of two materials; the part driven by $B$ is then small as well. The other harmonics are further from resonance.

At the entrance, $E=A+B$ and $E'=i\beta(A-B)+A'+B'$. The last two terms are smaller than the first by a factor of order $s/\beta$. In the entrance medium the incident and reflected amplitudes satisfy $E=E_i+E_r$ and, to the same order, $E'=i\beta(E_i-E_r)$. Continuity of $E$ and $E'$ gives $E_i=A(0)$ and $E_r=B(0)$. $\square$

## Lemma 2: slab and semi-infinite mirror

*Let $s=\sqrt{a^2+\kappa^2}$. A slab of thickness $L$ with no light arriving from behind has*

$$r=\frac{i\kappa\sinh(sL)}{s\cosh(sL)+a\sinh(sL)} . \tag{3}$$

*If $\alpha>0$ and $\kappa$ is real and nonzero, then for $L\to\infty$*

$$r=\frac{i\kappa}{a+s},\qquad \mathrm{Re}\,s>0 . \tag{4}$$

**Proof.** Equations (2) read $v'=Mv$ with

$$v=\begin{pmatrix}A\\B\end{pmatrix},\qquad M=\begin{pmatrix}-a&i\kappa\\-i\kappa&a\end{pmatrix}.$$

The diagonal elements of $M^2$ are $a^2+(i\kappa)(-i\kappa)=a^2+\kappa^2$, and the off-diagonal ones cancel. Hence $M^2=s^2$ times the unit matrix. Summing even and odd powers of the exponential series separately gives

$$e^{ML}=\cosh(sL)+\frac{\sinh(sL)}{s}M .$$

The lower component is

$$B(L)=-\frac{i\kappa\sinh(sL)}{s}A(0)+\left[\cosh(sL)+\frac{a\sinh(sL)}{s}\right]B(0).$$

Setting $B(L)=0$ and solving for $B(0)/A(0)$ gives (3).

For the limit, $s$ must not be purely imaginary. That would require $s^2=\alpha^2-\delta^2+\kappa^2-2i\alpha\delta$ to be real and not positive. Reality forces $\delta=0$, and then $s^2=\alpha^2+\kappa^2>0$, a contradiction. Formula (3) is unchanged under $s\to-s$, so we may take $\mathrm{Re}\,s>0$. Then $\tanh(sL)\to1$, which gives (4). The denominator is not zero, because $(s+a)(s-a)=\kappa^2\neq0$. $\square$

## Theorem 1: reflectance at resonance

*Within the coupled-wave equations (2), let $\kappa$ be real and nonzero, $\alpha>0$ and $\delta=0$. The semi-infinite mirror reflects the fraction*

$$R=\frac{\kappa^2}{\left(\alpha+\sqrt{\alpha^2+\kappa^2}\right)^2} \tag{5}$$

*of the incident power. For fixed $\alpha$ and $\kappa$ this is the maximum over $\delta$.*

**Proof.** At resonance $a=\alpha$ and $s=\sqrt{\alpha^2+\kappa^2}$ are real and positive. Taking $|r|^2$ in (4) gives (5).

For the maximum, take $\kappa>0$; moving the origin by half a period reverses the sign of $\kappa$ without changing $R$. Define $p$ and $q$ by $a/\kappa=\sinh(p-iq)$, on the branch $p>0$, $|q|<\pi/2$. This branch covers the half-plane $\alpha>0$. There $s/\kappa=\cosh(p-iq)$, whose real part $\cosh p\cos q$ is positive, as (4) requires. Since $\sinh w+\cosh w=e^w$,

$$r=\frac{i}{\sinh(p-iq)+\cosh(p-iq)}=ie^{-p+iq},\qquad R=e^{-2p}.$$

The real and imaginary parts of the definition are

$$\frac{\alpha}{\kappa}=\sinh p\cos q,\qquad \frac{\delta}{\kappa}=\cosh p\sin q .$$

Thus $\sinh p=\alpha/(\kappa\cos q)\ge\alpha/\kappa$. The smallest $p$, and so the largest $R$, occurs at $q=0$, which means $\delta=0$. $\square$

**Remark 1 (equivalent forms).** Because $\kappa^2=(s-\alpha)(s+\alpha)$,

$$R=\frac{s-\alpha}{s+\alpha}=\exp\left[-2\,\mathrm{arsinh}\frac{\alpha}{|\kappa|}\right]. \tag{6}$$

Only the ratio $\alpha/|\kappa|=\mathrm{Im}\,\varepsilon_0/|\varepsilon_1|$ matters. The other factors set the depth over which the reflection builds up.

**Remark 2 (energy balance).** From (2), for real $\kappa$,

$$(|A|^2)'=-2\alpha|A|^2-2\kappa\,\mathrm{Im}(A^*B),\qquad (|B|^2)'=2\alpha|B|^2-2\kappa\,\mathrm{Im}(A^*B).$$

The coupling terms are equal and cancel in the net flux:

$$(|A|^2-|B|^2)'=-2\alpha(|A|^2+|B|^2). \tag{7}$$

At resonance $A=A(0)e^{-sz}$ and $B=rA$. Integrating (7) over the mirror and dividing by $|A(0)|^2$ gives

$$1-R=2\alpha(1+R)\int_0^\infty e^{-2sz}\,dz=\frac{\alpha(1+R)}{s}.$$

Hence $s(1-R)=\alpha(1+R)$, which is (6) again. Absorption occurs at the rate $2\alpha$, but only over the depth $1/(2s)$ to which the coupling admits the light.

**Remark 3 (weak absorption).** Let $x=\alpha/|\kappa|\ll1$. Since $\mathrm{arsinh}\,x=x-x^3/6+\dots$, (6) gives

$$R=1-2x+2x^2-x^3+\dots$$

The loss begins linearly in $\alpha$. At $\alpha=0$ and $\delta=0$, (3) gives $R=\tanh^2(\kappa L)$, which tends to 1 for a thick slab. The two orders of taking the limits $\alpha\to0$ and $L\to\infty$ therefore agree at resonance.

**Remark 4 (strong absorption).** If $|\kappa|\ll\alpha$, while still $\alpha\ll\beta$, then $s\approx\alpha$ and $R\approx\kappa^2/(4\alpha^2)$. This is single scattering. The forward wave is $A(0)e^{-\alpha z}$, and light returned from depth $z$ is attenuated once more on its way out, so

$$r\approx\int_0^\infty i\kappa e^{-2\alpha z}\,dz=\frac{i\kappa}{2\alpha}.$$

## Theorem 2: layers with different absorption

If the layers differ in $\mathrm{Im}\,\varepsilon$, then $\kappa=\kappa_r+i\kappa_i$. Choose the origin so that $\kappa_r>0$.

*Let $\alpha>|\kappa_i|$. For fixed $\alpha$ and $\kappa$, the largest reflectance over $\delta$ and its position are*

$$R_{\rm peak}=\exp\left[-2\,\mathrm{arsinh}\sqrt{\frac{\alpha^2-\kappa_i^2}{\kappa_r^2+\kappa_i^2}}\right],\qquad \delta_{\rm peak}=\frac{\kappa_r\kappa_i}{\alpha}. \tag{8}$$

**Proof.** Repeating the calculation of Remark 2 with complex $\kappa$ leaves one extra term:

$$(|A|^2-|B|^2)'=-2\left[\alpha(|A|^2+|B|^2)+2\kappa_i\,\mathrm{Re}(A^*B)\right]. \tag{9}$$

Since $2|\mathrm{Re}(A^*B)|\le|A|^2+|B|^2$, the right side is negative. An imaginary $s$ would allow a solution of constant $|A|$ and $|B|$, which (9) forbids; so a decaying solution exists and (4) still holds. Its flux falls to zero at infinity and must be positive at $z=0$, so $|r|<1$.

Set $a/\kappa=\sinh(p-iq)$ again. The two choices of sign for $s$ give values of $|r|$ that are reciprocal to each other, and the decaying one is $|r|=e^{-p}$ with $p>0$. Let $f=\kappa_i/\kappa_r$. Multiplying the definition by $\kappa/\kappa_r=1+if$,

$$\frac{\alpha-i\delta}{\kappa_r}=(1+if)(\sinh p\cos q-i\cosh p\sin q).$$

The real and imaginary parts are

$$\frac{\alpha}{\kappa_r}=\sinh p\cos q+f\cosh p\sin q,\qquad \frac{\delta}{\kappa_r}=\cosh p\sin q-f\sinh p\cos q .$$

The first is the scalar product of $(\sinh p,\,f\cosh p)$ with a unit vector, so it cannot exceed the length of that vector:

$$\frac{\alpha^2}{\kappa_r^2}\le\sinh^2p+f^2\cosh^2p=(1+f^2)\sinh^2p+f^2 .$$

Solving for $\sinh^2p$ gives

$$\sinh^2p\ge\frac{\alpha^2-\kappa_i^2}{\kappa_r^2+\kappa_i^2}.$$

Equality holds when the vectors are parallel. Their common length ratio is then $N=\alpha/\kappa_r$, with $\cos q=\sinh p/N$ and $\sin q=f\cosh p/N$. The second equation becomes

$$\delta=\frac{\kappa_rf(\cosh^2p-\sinh^2p)}{N}=\frac{\kappa_r\kappa_i}{\alpha},$$

a real detuning, so the bound is reached. $\square$

**Remark 5 (the standing wave).** Put the origin at the centre of a layer of the optically denser material, called light because its electron density is lower. Apart from the slow envelope, the intensity there is proportional to $|1+r|^2$. Half a period away, at the centre of the heavy layer, the factors $e^{\pm i\beta z}$ are $\pm i$ and the intensity is proportional to $|1-r|^2$. For real $\kappa$ at resonance $r$ is imaginary, and the two are equal.

Within the coupled-wave equations, the contrast also leaves $R$ unchanged to first order at $\delta=0$. Reversing the sign of $\kappa_i$ replaces $\alpha/\kappa$ by its complex conjugate, which leaves $p$ unaltered, so $R$ is even in $\kappa_i$. With contrast, $r$ is not purely imaginary even at $\delta=0$, where $\tan q=f\tanh p$. For weak absorption and small $f$ this shift of the standing wave is small, and a detuning shifts it much further. If the heavy layers absorb more, $\kappa_i<0$ and the peak has $q<0$. Then $\mathrm{Re}\,r=-e^{-p}\sin q>0$: the field gathers in the light layers, and the last term of (9) reduces the absorption.

## Lemma 3: two materials and graded interfaces

*Let the heavy material fill the fraction $\Gamma$ of each period. With sharp interfaces,*

$$\varepsilon_1=(\varepsilon_{\rm light}-\varepsilon_{\rm heavy})\frac{\sin\pi\Gamma}{\pi}. \tag{10}$$

*Smoothing the profile with a Gaussian of standard deviation $\sigma$ multiplies $\kappa$ by $g=\exp[-(2\pi\sigma/\Lambda)^2/2]$ and leaves $\alpha$ unchanged.*

**Proof.** The light layer occupies $|z|<(1-\Gamma)\Lambda/2$. The integral of $\cos(2\pi z/\Lambda)/\Lambda$ over it is $\sin[\pi(1-\Gamma)]/\pi=\sin(\pi\Gamma)/\pi$. Over the whole period the integral vanishes, so the heavy layer contributes the opposite amount, which gives (10). Smoothing is a convolution. It keeps the mean and multiplies the first harmonic by the average of $\cos(2\pi u/\Lambda)$ over the Gaussian, which is $g$. $\square$

## Example: a molybdenum/silicon mirror at 13.5 nm

The inputs are rough typical values for extreme-ultraviolet lithography: $n=0.92+0.006i$ for molybdenum, $n=1.00+0.002i$ for silicon, $\Gamma=0.4$ and $\sigma=0.5$ nm. Squaring the indices and averaging gives $\varepsilon_0=0.93854+0.006816i$. Resonance fixes

$$\Lambda=\frac{\lambda}{2\sqrt{\mathrm{Re}\,\varepsilon_0}}=\frac{13.5\ \text{nm}}{2\sqrt{0.93854}}=6.967\ \text{nm}.$$

Equation (10) gives $\varepsilon_1=0.04651-0.002131i$. The definitions then yield $\alpha=0.001637$, $\kappa_r=0.011172$ and $\kappa_i=-0.000512$, all in nm$^{-1}$. Theorem 1 keeps the mean absorption and the real part of $\kappa$. With $s=0.011291$ nm$^{-1}$,

$$R=\left(\frac{0.011172}{0.001637+0.011291}\right)^2=0.747 .$$

The remaining 0.253 is absorbed. The intensity falls by a factor $e$ in 44 nm, about six periods, against 305 nm without modulation. The two-term estimate $1-2\alpha/\kappa=0.707$ is too low by 0.04; the next term, $2(0.1466)^2=0.043$, slightly overcorrects, and the cubic term, $-(0.1466)^3=-0.003$, brings the sum back to 0.747. Inserting the intensity coefficient $2\alpha$ in place of $\alpha$ would give 0.561.

**Accuracy of the coupled-wave step.** Equation (1) was also solved numerically in real layers with uniform absorption and a matched entrance, for eight positions of the entrance plane within the period. The largest deviation of $R$ from (5) was 0.0066. Dividing modulation and absorption together by 4 and by 16 reduced it to 0.0016 and 0.0004, as expected of an error of first order in $\kappa/\beta$, which is 0.025 here.

**Effects outside Theorem 1.** Each change below starts from $R=0.747$, with the other settings held fixed.

- Within the coupled-wave equations, absorption contrast changes $R$ at resonance by less than 0.001. In full layers the change depends on the entrance plane and can reach about 0.006. The peak of (8) is 0.758, at $\delta=-0.0035$ nm$^{-1}$, where, apart from the decay of the envelope, the intensity at a molybdenum centre is 0.52 of that at a silicon centre.
- Forty periods instead of infinitely many give 0.742.
- Graded interfaces have $g=0.903$ and give 0.724.
- A wavelength 1% too long, with fixed indices and uniform absorption, gives 0.727. With the absorption contrast the curve is lopsided, because the peak lies on the long side: semi-infinite layers with silicon on top and a matched entrance give about 0.76 at 1% too long and about 0.70 at 1% too short.

Entrance from vacuum changes $R$ by at most 0.007 among the eight entrance planes, with the contrast included.

A layer calculation of 40 sharp bilayers on silicon, with silicon on top and entered from vacuum, gives 0.736 at 13.5 nm and a peak of 0.746 at 13.60 nm. The shift agrees with (8). Near resonance $\delta\approx-\beta\,\Delta\lambda/\lambda$, so $\Delta\lambda\approx13.5\times0.00349/0.45089=0.10$ nm. The close agreement of the peak height with 0.747 is partly a cancellation: contrast raises the value, while the finite number of periods and the entrance from vacuum each lower it by about 0.007. The effect of the entrance depends on the top layer: with molybdenum on top the peak is about 0.759.

**Comparison with real mirrors.** Good molybdenum/silicon mirrors reflect roughly 0.7 near normal incidence, somewhat less than (5) gives here. Their interfaces are not sharp, which lowers the reflectance, and their layers do not absorb equally, which raises the peak. Including both effects in (8), with $\kappa$ multiplied by $g$, gives a peak of 0.734. This still omits the finite number of periods, the entrance from vacuum, scattering by roughness, capping and oxide layers, thickness errors, oblique incidence and the dispersion of the indices. The inputs are rough, and their rounding already affects the second decimal: indices $0.9237+0.00644i$ and $0.9990+0.00183i$, closer to tabulated values, give 0.729 from (5) instead of 0.747, and a peak of about 0.70 for 40 graded periods entered from vacuum. The third decimal serves to compare cases within the model and does not predict a particular mirror. The full numerical output follows.

## Computed results

```
INPUTS (rough typical Mo/Si values)
wavelength = 13.5 nm
photon energy = 91.8 eV
index Mo = 0.92 + 0.006i (no unit)
index Si = 1.00 + 0.002i (no unit)
Mo fraction of period = 0.4 (no unit)
interface width sigma = 0.5 nm
number of periods in finite stack = 40
COUPLED-WAVE QUANTITIES
mean permittivity, real = 0.93854 (no unit)
mean permittivity, imag = 0.006816 (no unit)
eps_1, real = 0.04651 (no unit)
eps_1, imag = -0.002131 (no unit)
resonant period = 6.967 nm
beta = 0.45089 1/nm
alpha = 0.001637 1/nm
kappa, real part = 0.011172 1/nm
kappa, imaginary part = -0.000512 1/nm
alpha/kappa = 0.1466 (no unit)
kappa/beta = 0.0248 (no unit)
s = sqrt(alpha^2+kappa^2) = 0.011291 1/nm
intensity decay length 1/(2s) = 44.3 nm
same without modulation, 1/(2alpha) = 305.4 nm
REFLECTANCE (fraction of incident power)
R, main formula = 0.7467
absorbed, integrated over depth = 0.2533
weak-absorption estimate 1-2alpha/kappa = 0.7069
wrong R if 2alpha is used for alpha = 0.5610
NEGLECTED EFFECTS
full layers, uniform loss: largest R error = 0.00659
same, modulation and loss / 4 = 0.00164
same, modulation and loss / 16 = 0.00041
absorption contrast: R change at resonance = 0.00045
absorption contrast: peak R = 0.7579
its peak detuning = -0.00349 1/nm
intensity ratio Mo/Si centres, resonance = 1.000
intensity ratio Mo/Si centres, peak = 0.524
R of finite stack, real kappa = 0.7419
grading factor on kappa = 0.9033 (no unit)
R with graded interfaces = 0.7239
peak R with grading and contrast = 0.7337
R at wavelength 1 % too long, real kappa = 0.7272
vacuum entrance: largest R change = 0.0067
full layer stack: R at 13.5 nm = 0.7355
full layer stack: peak R = 0.7455
full layer stack: peak wavelength = 13.598 nm
```
